# Why once-per-period heat-flux sampling creates a spurious Green–Kubo conductivity: verification in Python

```python
"""
Result under test: an optical heat-flux oscillation that contributes nothing
to the continuous Green-Kubo integral contributes about K/g when the flux is
saved once per oscillation period.

kappa = V/(kB T^2) * integral_0^infinity <J(0)J(t)> dt   (one component)
K   : V <J_optical^2>/(kB T^2), in W/(m K ps)
g   : amplitude damping rate, 1/ps;  w : oscillation frequency, rad/ps
ws  : undamped frequency, ws^2 = w^2 + g^2
h   : transport energy carried per pair by the relative sublattice velocity
All correlation functions below already contain the factor V/(kB T^2).
Times are in ps. The material parameters are rough values in the MgO regime.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import expm

# Inputs
temperature = 300.0
lattice_nm = 0.42
mass_metal_u, mass_oxygen_u = 24.3, 16.0
h_metal_ev, h_oxygen_ev = 0.5, -0.5
frequency_thz = 12.0
damping_time = 1.0
kappa_acoustic, tau_acoustic = 50.0, 5.0

g = 1.0 / damping_time
w = 2 * np.pi * frequency_thz
ws = np.hypot(w, g)
period = 1.0 / frequency_thz
pair_density = 4 / (lattice_nm * 1e-9) ** 3
m1 = mass_metal_u * sc.atomic_mass
m2 = mass_oxygen_u * sc.atomic_mass
reduced_mass = m1 * m2 / (m1 + m2)


def amplitude_formula(h1_ev, h2_ev):
    h = (m2 * h1_ev - m1 * h2_ev) / (m1 + m2) * sc.e
    return pair_density * h**2 / (reduced_mass * temperature) * 1e-12


def amplitude_from_atoms(h1_ev, h2_ev, pairs):
    """Flux variance from all atomic velocities at zero total momentum."""
    masses = np.r_[np.full(pairs, m1), np.full(pairs, m2)]
    energies = np.r_[np.full(pairs, h1_ev), np.full(pairs, h2_ev)] * sc.e
    volume = pairs / pair_density
    remove_drift = np.eye(2 * pairs) - masses[None, :] / masses.sum()
    free_cov = np.diag(sc.k * temperature / masses)
    cov = remove_drift @ free_cov @ remove_drift.T
    flux_variance = energies @ cov @ energies / volume**2
    return volume * flux_variance / (sc.k * temperature**2) * 1e-12


for pairs in (4, 32):
    for h_pair in ((0.5, -0.5), (0.8, -0.2)):
        assert np.isclose(amplitude_from_atoms(*h_pair, pairs),
                          amplitude_formula(*h_pair), rtol=1e-9)
K = amplitude_formula(h_metal_ev, h_oxygen_ev)
h_relative_ev = (m2 * h_metal_ev - m1 * h_oxygen_ev) / (m1 + m2)


def acf_optical(t, rate=g):
    t = np.abs(t)
    return K * np.exp(-rate * t) * (np.cos(w * t) - rate / w * np.sin(w * t))


def acf_cosine(t):
    return K * np.exp(-g * np.abs(t)) * np.cos(w * t)


def acf_acoustic(t):
    return kappa_acoustic / tau_acoustic * np.exp(-np.abs(t) / tau_acoustic)


def acf_total(t):
    return acf_optical(t) + acf_acoustic(t)


# The optical correlation must follow from the oscillator equation of motion.
drift = np.array([[0.0, 1.0], [-ws**2, -2 * g]])
for t in (0.013, 0.21, 1.37):
    assert np.isclose(K * expm(drift * t)[1, 1], acf_optical(t),
                      rtol=1e-8, atol=1e-8 * K)

# Continuous integrals by composite Gauss quadrature, one panel per period
nodes, weights = np.polynomial.legendre.leggauss(24)
nodes, weights = (nodes + 1) / 2, weights / 2


def integrate(function, t_end=250.0):
    panels = np.arange(int(round(t_end / period)))[:, None]
    return period * np.sum(weights * function((panels + nodes) * period))


continuous_optical = integrate(acf_optical)
continuous_cosine = integrate(acf_cosine)
continuous_total = integrate(acf_total)
assert abs(continuous_optical) < 1e-8
assert np.isclose(continuous_cosine, K * g / (g**2 + w**2), rtol=1e-6)
assert np.isclose(continuous_total, kappa_acoustic, rtol=1e-8)

# Running continuous integral: numerical accumulation against its formula
t_fine = np.linspace(0, 3, 60001)
c_fine = acf_optical(t_fine)
running = np.r_[0, np.cumsum((c_fine[1:] + c_fine[:-1]) / 2) * t_fine[1]]
running_formula = K * np.exp(-g * t_fine) * np.sin(w * t_fine) / w
assert np.max(np.abs(running - running_formula)) < 1e-4
assert running.max() < K / w


def sampled_integral(acf, dt, t_end=250.0):
    values = acf(np.arange(int(t_end / dt) + 1) * dt)
    return dt * (values.sum() - values[0] / 2)


def sampled_formula(dt):
    z = np.exp((-g + 1j * w) * dt)
    return K * dt / 2 * ((1 + 1j * g / w) * (1 + z) / (1 - z)).real


ratios = (1.0, 1.01, 1.1, 0.5, 0.05)
sampled = {r: sampled_integral(acf_optical, r * period) for r in ratios}
for r in ratios:
    assert np.isclose(sampled[r], sampled_formula(r * period),
                      rtol=1e-7, atol=1e-8)
for multiple in (1, 2, 3):
    dt = multiple * period
    assert np.isclose(sampled_integral(acf_optical, dt),
                      K * dt / 2 / np.tanh(g * dt / 2), rtol=1e-8)
assert np.isclose(sampled[1.0], K / g, rtol=2e-3)
assert np.isclose(sampled[0.5],
                  K * period / 4 * np.tanh(g * period / 4), rtol=1e-7)
# A detuning equal to g halves the artefact, up to corrections of order g/w.
for sign in (-1, 1):
    dt_half = 2 * np.pi / (w + sign * g)
    assert np.isclose(sampled_integral(acf_optical, dt_half),
                      K / (2 * g), rtol=0.03)
sampled_acoustic = sampled_integral(acf_acoustic, period)
sampled_total = sampled_integral(acf_total, period)


# Frequency view: spectra and their folding onto zero frequency
def spectrum_optical(omega):
    return K * 2 * g * omega**2 / ((ws**2 - omega**2) ** 2
                                   + 4 * g**2 * omega**2)


def spectrum_acoustic(omega):
    return kappa_acoustic / (1 + (omega * tau_acoustic) ** 2)


for omega in (0.3 * w, w, 1.02 * w):
    direct = integrate(lambda t: acf_total(t) * np.cos(omega * t))
    assert np.isclose(direct, spectrum_optical(omega)
                      + spectrum_acoustic(omega), rtol=1e-6)
orders = np.arange(1, 200001)
for r in (1.0, 1.01, 1.1):
    folded = 2 * np.pi * orders / (r * period)
    alias_sum = kappa_acoustic + 2 * np.sum(
        spectrum_optical(folded) + spectrum_acoustic(folded))
    assert np.isclose(alias_sum, sampled_integral(acf_total, r * period),
                      rtol=0, atol=1e-5)

# Block averages over one period: correlation from its defining double mean
lags = np.arange(3000)[:, None] * period
block_acf = np.sum(weights * (1 - nodes) * (
    acf_total(lags + nodes * period) + acf_total(lags - nodes * period)),
    axis=1)
block_total = period * (block_acf.sum() - block_acf[0] / 2)
assert np.isclose(block_total, continuous_total, rtol=1e-7)

# Stochastic trajectories of the oscillator, velocity variance set to one
rng = np.random.default_rng(2024)
frames_per_period, periods_run, replicas = 20, 1200, 300
dt_frame = period / frames_per_period
stationary = np.diag([1 / ws**2, 1.0])
step_matrix = expm(drift * dt_frame)
noise_matrix = np.linalg.cholesky(
    stationary - step_matrix @ stationary @ step_matrix.T)
state = np.sqrt(np.diag(stationary))[:, None] * rng.standard_normal(
    (2, replicas))
velocity = np.empty((frames_per_period * periods_run, replicas))
for i in range(len(velocity)):
    velocity[i] = state[1]
    state = step_matrix @ state + noise_matrix @ rng.standard_normal(
        (2, replicas))


def trajectory_estimate(flux, dt, cutoff_time=8.0):
    """Trapezoidal Green-Kubo sum up to the cutoff, with standard error."""
    lag = int(round(cutoff_time / dt))
    total = np.cumsum(flux, axis=0)
    start, end = flux[:-lag], flux[lag:]
    future = dt * (total[lag:] - total[:-lag] + start / 2 - end / 2)
    per_replica = K * np.mean(start * future, axis=0)
    return per_replica.mean(), per_replica.std(ddof=1) / np.sqrt(replicas)


all_frames = trajectory_estimate(velocity, dt_frame)
one_per_period = trajectory_estimate(velocity[::frames_per_period], period)
averages = velocity.reshape(periods_run, frames_per_period, replicas).mean(1)
block_frames = trajectory_estimate(averages, period)
assert one_per_period[1] < 0.1 * sampled[1.0]
assert abs(one_per_period[0] - sampled[1.0]) < 5 * one_per_period[1]
assert abs(all_frames[0]) < 5 * all_frames[1] + 0.01
assert abs(block_frames[0]) < 5 * block_frames[1] + 0.05

# Sizes of neglected effects
folded = 2 * np.pi * orders / period
cross_bound = 4 * np.sum(np.sqrt(spectrum_optical(folded)
                                 * spectrum_acoustic(folded)))
x = sc.hbar * w * 1e12 / (sc.k * temperature)
levels = np.arange(200)
boltzmann = np.exp(-x * levels)
quantum_factor = x * np.sum((levels + 0.5) * boltzmann) / boltzmann.sum()
assert np.isclose(quantum_factor, x / 2 / np.tanh(x / 2), rtol=1e-10)
md_step = 0.001
w_md = 2 / md_step * np.arcsin(w * md_step / 2)
md_loss = 1 - 1 / (1 + ((w_md - w) / g) ** 2)
lifetime_values = {life: sampled_integral(
    lambda t: acf_optical(t, 1 / life), period) for life in (0.5, 2.0)}

unit = "W/(m K)"
print(f"temperature: {temperature:.0f} K")
print(f"lattice constant: {lattice_nm:.2f} nm")
print(f"masses: {mass_metal_u:.1f} and {mass_oxygen_u:.1f} u")
print(f"reduced mass: {reduced_mass / sc.atomic_mass:.3f} u")
print(f"pair density: {pair_density * 1e-27:.2f} nm^-3")
print(f"species energies: {h_metal_ev:.2f} and {h_oxygen_ev:.2f} eV")
print(f"relative transport energy h: {h_relative_ev:.3f} eV")
print(f"optical frequency: {frequency_thz:.1f} THz")
print(f"angular frequency w: {w:.3f} rad/ps")
print(f"period: {period * 1000:.2f} fs")
print(f"damping time 1/g: {damping_time:.2f} ps")
print(f"acoustic relaxation time: {tau_acoustic:.1f} ps")
print(f"acoustic conductivity: {kappa_acoustic:.2f} {unit}")
print(f"optical amplitude K: {K:.3f} W/(m K ps)")
print(f"acoustic amplitude: {acf_acoustic(0):.3f} W/(m K ps)")
print(f"K/g: {K / g:.3f} {unit}")
print(f"continuous optical integral, size: {abs(continuous_optical):.1e} {unit}")
print(f"continuous damped-cosine integral: {continuous_cosine:.5f} {unit}")
print(f"largest running optical integral: {running.max():.3f} {unit}")
print(f"bound K/w: {K / w:.3f} {unit}")
print(f"correlation ratio after one period: {acf_optical(period) / K:.4f}")
for r in ratios:
    print(f"optical sum, interval {r:.2f} period: {sampled[r]:.5f} {unit}")
for t_end in (1.0, 3.0):
    n = int(round(t_end / period))
    values = acf_optical(np.arange(n + 1) * period)
    part = period * (values.sum() - (values[0] + values[-1]) / 2)
    print(f"once-per-period sum up to {t_end:.0f} ps: {part:.2f} {unit}")
print(f"sampled/continuous, damped cosine: "
      f"{sampled_integral(acf_cosine, period) / continuous_cosine:.0f}")
print(f"relative detuning for half height g/w: {100 * g / w:.2f} %")
print(f"acoustic sum, once per period: {sampled_acoustic:.4f} {unit}")
print(f"total, continuous: {continuous_total:.3f} {unit}")
print(f"total, once per period: {sampled_total:.3f} {unit}")
print(f"total, block averages: {block_total:.3f} {unit}")
print(f"simulation: {replicas} runs of {periods_run * period:.0f} ps each")
print(f"simulation frame spacing: {dt_frame * 1000:.3f} fs")
for label, result in (("all frames", all_frames),
                      ("one per period", one_per_period),
                      ("period averages", block_frames)):
    print(f"simulated optical, {label}: {result[0]:.4f} "
          f"+/- {result[1]:.4f} {unit}")
print(f"cross-correlation bound: {cross_bound:.3f} {unit}")
print(f"hbar w/(kB T): {x:.3f}")
print(f"quantum/classical velocity variance: {quantum_factor:.3f}")
print(f"artefact loss from 1 fs Verlet step: {100 * md_loss:.3f} %")
for life, value in lifetime_values.items():
    print(f"artefact for damping time {life:.1f} ps: {value:.2f} {unit}")
print("OK")
```

Running it gives:

```
temperature: 300 K
lattice constant: 0.42 nm
masses: 24.3 and 16.0 u
reduced mass: 9.648 u
pair density: 53.99 nm^-3
species energies: 0.50 and -0.50 eV
relative transport energy h: 0.500 eV
optical frequency: 12.0 THz
angular frequency w: 75.398 rad/ps
period: 83.33 fs
damping time 1/g: 1.00 ps
acoustic relaxation time: 5.0 ps
acoustic conductivity: 50.00 W/(m K)
optical amplitude K: 72.091 W/(m K ps)
acoustic amplitude: 10.000 W/(m K ps)
K/g: 72.091 W/(m K)
continuous optical integral, size: 3.5e-14 W/(m K)
continuous damped-cosine integral: 0.01268 W/(m K)
largest running optical integral: 0.937 W/(m K)
bound K/w: 0.956 W/(m K)
correlation ratio after one period: 0.9200
optical sum, interval 1.00 period: 72.13276 W/(m K)
optical sum, interval 1.01 period: 45.87734 W/(m K)
optical sum, interval 1.10 period: 1.42196 W/(m K)
optical sum, interval 0.50 period: 0.03128 W/(m K)
optical sum, interval 0.05 period: 0.00021 W/(m K)
once-per-period sum up to 1 ps: 45.60 W/(m K)
once-per-period sum up to 3 ps: 68.54 W/(m K)
sampled/continuous, damped cosine: 5689
relative detuning for half height g/w: 1.33 %
acoustic sum, once per period: 50.0012 W/(m K)
total, continuous: 50.000 W/(m K)
total, once per period: 122.134 W/(m K)
total, block averages: 50.000 W/(m K)
simulation: 300 runs of 100 ps each
simulation frame spacing: 4.167 fs
simulated optical, all frames: -0.0025 +/- 0.0039 W/(m K)
simulated optical, one per period: 76.8796 +/- 2.2987 W/(m K)
simulated optical, period averages: 0.0003 +/- 0.0001 W/(m K)
cross-correlation bound: 0.459 W/(m K)
hbar w/(kB T): 1.920
quantum/classical velocity variance: 1.290
artefact loss from 1 fs Verlet step: 0.032 %
artefact for damping time 0.5 ps: 36.13 W/(m K)
artefact for damping time 2.0 ps: 144.20 W/(m K)
OK
```
